Scattering Angle and Impact Parameter for a Truncated Coulomb Potential

**The problem**

To follow an implanted ion through a solid, one must know how far each atomic encounter turns it and how much energy it gives away. The bare Coulomb law answers in closed form and serves well for fast ions in close encounters, but it fails for slow ions and distant passes. Its range is infinite, so every ion is deflected by every atom and the total cross section diverges. It also omits the screening of the nuclei by electrons. For a 10 keV boron ion passing a silicon atom at an impact parameter of 0.010 nm it gives a deflection of 70° in the centre-of-mass frame, where a standard screened potential gives 44°. That screened potential, however, gives no closed formula for the angle, which must be integrated numerically, tabulated or fitted. A Coulomb potential shifted so that it reaches zero at a finite radius has a finite range and still allows an exact classical solution.

Let

V(r) = C(1/r − 1/R) for r < R, V(r) = 0 for r ≥ R, (1)

with C > 0, so that the force is repulsive. The potential is continuous at R, but the force drops there from C/R² to zero. The motion is classical, non-relativistic and elastic, and the target atom is free and initially at rest. Any consistent units may be used.

**The orbit integral**

Let m₁ and m₂ be the masses of ion and target, μ = m₁m₂/(m₁ + m₂) their reduced mass, v the initial relative speed, and p the impact parameter. The energy in the centre-of-mass frame is Ec = μv²/2 and the angular momentum is L = μvp. Both are conserved:

Ec = μ(dr/dt)²/2 + L²/(2μr²) + V(r). (2)

Since L²/(2μ) = μv²p²/2 = Ec p², this becomes

(dr/dt)² = v²[1 − V/Ec − p²/r²]. (3)

The polar angle φ obeys dφ/dt = L/(μr²) = vp/r². Dividing by |dr/dt| and changing to u = 1/r, for which |du| = |dr|/r², gives

|dφ/du| = p/√g, g(u) = 1 − V/Ec − p²u². (4)

The orbit is symmetric about its point of closest approach, r₀ = 1/u₀, where g = 0. If one leg sweeps the angle Φ, the whole orbit sweeps 2Φ. A straight path sweeps π, and repulsion reduces this by the scattering angle θ. Hence

θ = π − 2Φ, Φ = ∫₀^{u₀} p du/√g. (5)

For p ≥ R the path never enters the region of force, and θ = 0. For 0 < p < R the integral splits at u = 1/R. Define

b = p/R, q = C/(Ec R). (6)

Outside R the potential vanishes, and

Φ_out = ∫₀^{1/R} p du/√(1 − p²u²) = arcsin b. (7)

**The part inside R**

Inside, V/Ec = qR(u − 1/R) = qRu − q, so

g = 1 + q − qRu − p²u². (8)

This is Coulomb motion with the energy raised from Ec to Ec(1 + q), because the constant −C/R in the potential has moved to the energy side. Setting g = 0 and multiplying by r² gives (1 + q)r² − qRr − p² = 0. The product of the roots is negative, so there is one positive root:

r₀ = [qR + √(q²R² + 4p²(1 + q))]/[2(1 + q)]. (9)

To integrate, complete the square:

p²u² + qRu = (pu + qR/(2p))² − q²R²/(4p²). (10)

With w = pu + qR/(2p) and A² = 1 + q + q²R²/(4p²), equation (8) reads g = A² − w², and dw = p du. At the turning point w = A. At u = 1/R, w = b + q/(2b). Therefore

Φ_in = ∫ dw/√(A² − w²) = π/2 − arcsin s, s = [b + q/(2b)]/A. (11)

Since q²R²/(4p²) = q²/(4b²), we may write A = D/(2b), where

D² = q² + 4b²(1 + q), s = (2b² + q)/D. (12)

**From the angles to the formula**

Inserting (7) and (11) in (5) gives

θ/2 = π/2 − Φ_out − Φ_in = arcsin s − arcsin b. (13)

The sine of this difference requires √(1 − s²). From (12),

D² − (2b² + q)² = q² + 4b² + 4b²q − 4b⁴ − 4b²q − q² = 4b²(1 − b²), (14)

so √(1 − s²) = 2b√(1 − b²)/D. The positive root is the right one because arcsin s lies between 0 and π/2. Then

sin(θ/2) = s√(1 − b²) − b√(1 − s²)
= √(1 − b²)(2b² + q − 2b²)/D
= q√(1 − b²)/D, (15)

cos(θ/2) = √(1 − s²)√(1 − b²) + sb
= [2b(1 − b²) + 2b³ + qb]/D
= (2 + q)b/D. (16)

Both are positive, so θ lies between 0 and π. Their ratio gives the angle directly:

tan(θ/2) = [q/(2 + q)] √(R² − p²)/p. (17)

The right-hand side falls steadily as p grows, so each angle belongs to one impact parameter. As p → 0, θ → π, the reversal of a head-on collision. As p → R, θ → 0.

Now write S = sin²(θ/2) and square (15):

S[q² + 4b²(1 + q)] = q²(1 − b²). (18)

Collecting the terms in b² gives b²[q² + 4(1 + q)S] = q²(1 − S). Dividing by q² and restoring p = bR, we obtain

p² = R² cos²(θ/2) / [1 + 4(1 + q) sin²(θ/2)/q²]. (19)

With k = 4(1 + q)/q², equations (18) and (19) take the paired forms

b² = (1 − S)/(1 + kS), S = (1 − b²)/(1 + kb²). (20)

The second is convenient in a simulation. For points spread uniformly over the disc of radius R, b² is uniformly distributed between 0 and 1, and S follows without a trigonometric function.

**Two limits**

If q → ∞ at fixed R, then k → 0 and

p = R cos(θ/2), (21)

which is reflection from a hard sphere of radius R. The potential is then so strong compared with Ec that the ion barely enters: (9) gives r₀ → R.

If instead R → ∞ at fixed C and Ec, then q → 0 while qR = C/Ec stays fixed. Multiplying numerator and denominator of (19) by q² gives

p² = (C/Ec)² cos²(θ/2)/[q² + 4(1 + q) sin²(θ/2)] → [C/(2Ec)]² cot²(θ/2). (22)

This is the Coulomb result. It requires q ≪ 1 and also q² ≪ 4 sin²(θ/2). However large R may be, the smallest angles still feel the cut-off.

At finite R, (17) shows what truncation does for the same C. The Coulomb value tan(θ/2) = C/(2Ec p) = qR/(2p) is multiplied by 2/(2 + q) and by √(1 − b²). Both factors are below one, so truncation always reduces the deflection.

**Cross section and energy transfer**

Differentiating the first of (20) with respect to S gives

dp²/dS = R²[−(1 + kS) − k(1 − S)]/(1 + kS)² = −R²(1 + k)/(1 + kS)². (23)

A ring of impact parameters has area dσ = π|dp²|. Since dS = (1/2) sin θ dθ, the solid angle is dΩ = 2π sin θ dθ = 4π dS. Thus

dσ/dΩ = (R²/4)(1 + k)/(1 + kS)². (24)

It is finite in the forward direction, and its integral over all angles is πR².

In the laboratory the centre of mass moves at m₁v/(m₁ + m₂). In the centre-of-mass frame the target has this speed before and after the collision, and its velocity turns through θ. Its final laboratory speed is therefore 2m₁v sin(θ/2)/(m₁ + m₂). With the ion's initial energy E₀ = m₁v²/2, the recoil energy is

T = Tm S, Tm = 4m₁m₂E₀/(m₁ + m₂)². (25)

The recoil leaves at 90° − θ/2 to the incoming direction. Adding the centre-of-mass velocity to that of the ion gives its laboratory angle ψ, through tan ψ = sin θ/(cos θ + m₁/m₂).

The mean energy loss to recoils follows from the nuclear stopping cross section Sn = ∫T dσ. By (23) and (25),

Sn = πR²Tm(1 + k) ∫₀¹ S dS/(1 + kS)². (26)

Writing S = [(1 + kS) − 1]/k splits the integral into (1/k)[ln(1 + k)/k − 1/(1 + k)], so

Sn = πR²Tm [(1 + k)/k²][ln(1 + k) − k/(1 + k)]. (27)

**Boron on silicon at 10 keV**

Take mass numbers 11 and 28, E₀ = 10 keV and p = 0.010 nm. Then Ec = E₀m₂/(m₁ + m₂) = 7180 eV and Tm = 8100 eV.

The constants C and R must come from a screened potential. We use the Ziegler–Biersack–Littmark (ZBL) universal form, V = (Z₁Z₂e²/4πε₀r)F(r/a), where

F(x) = 0.1818e^(−3.2x) + 0.5099e^(−0.9423x) + 0.2802e^(−0.4029x) + 0.02817e^(−0.2016x),

a = 0.8854a₀/(Z₁^0.23 + Z₂^0.23),

and a₀ is the Bohr radius. Here Z₁ = 5, Z₂ = 14 and a = 0.0143 nm. This potential is an approximation common to all atom pairs; it omits the particular shell structure and bonding of boron and silicon. A Hartree–Fock calculation for the B–Si pair lies about 5% above it near 0.0135 nm and about 15% above it at 0.03 to 0.04 nm, which raises the angle in the example below from 44° to about 45°. The comparisons that follow therefore measure agreement with ZBL, not accuracy for the real pair.

Solving g = 0 numerically for the ZBL potential gives r₀ = 0.01349 nm. There the potential is 3234 eV and the force is 4.006 × 10⁵ eV/nm. Requiring (1) to have the same value and slope at r₀ gives

C = r₀² × force = 72.9 eV nm,
1/R = 1/r₀ − V(r₀)/C, hence R = 0.0336 nm.

The unscreened constant would be 100.8 eV nm. From (6), q = 72.9/(7180 × 0.0336) = 0.302, and b = 0.298. Equation (17), with one more digit kept in q and b, gives

tan(θ/2) = (0.3023/2.3023) × √(1 − 0.2977²)/0.2977 = 0.421,

so θ = 45.7° and S = 0.151. The recoil energy is T = 8100 × 0.1506 = 1220 eV, or 1.95 × 10⁻¹⁶ J. The ion leaves at 33° and the recoil at 67° in the laboratory. Conversely, k = 57.0 in (19) gives p = 0.0336 × √[0.849/(1 + 57.0 × 0.1506)] = 0.010 nm.

Numerical integration of (5) with the ZBL potential gives 44.1° and a recoil energy of 1141 eV. Relative to these, the model is 4% high in angle and 7% high in energy.

The next comparison holds E₀ fixed. In the second column C and R keep the values above; in the third they are matched afresh at each closest approach. Angles are in degrees.

p (nm) | fixed | rematched | ZBL
0.002 | 131.1 | 134.6 | 133.7
0.005 | 82.2 | 85.5 | 84.0
0.010 | 45.7 | 45.7 | 44.1
0.020 | 20.1 | 18.7 | 17.7
0.030 | 7.6 | 9.5 | 8.9
0.050 | 0.0 | 3.3 | 3.0

Rematching keeps the error within 9% of the ZBL angle in these six cases. With fixed constants the error changes sign with p and reaches 100% beyond R. Such errors partly cancel in an average: (27) gives Sn = 1.58 eV nm², within 1% of the value found by integrating the ZBL energy transfer over impact parameter. The closeness of this agreement depends on the impact parameter at which C and R were matched, and is not a general accuracy of the model: matching at 0.020 nm makes Sn 12% low, and matching at 0.030 nm makes it 31% low. Good stopping is therefore no proof of good individual angles.

Defect production exposes the missing tail. Suppose a silicon atom leaves its site when T exceeds roughly 15 eV. This needs θ > 4.9°, which the fixed model supplies for p < 0.032 nm and ZBL for p < 0.040 nm. The cross sections πp² are 0.0032 and 0.0051 nm², so the fixed model misses 37% of the ZBL value. Lowering the threshold cannot repair this, since even the total πR² is only 0.0035 nm².

**The real implant**

Ten-kiloelectronvolt boron lies in the range used for shallow junctions in silicon. With roughly 50 atoms per nm³, the model's nuclear loss is about 79 eV/nm. Electronic loss, absent from (1), is comparable. The Lindhard–Scharff estimate,

Se = 8π(e²/4πε₀)a₀ Z₁^(7/6)Z₂ (v/vB)/(Z₁^(2/3) + Z₂^(2/3))^(3/2),

with vB the Bohr velocity, gives about 65 eV/nm. An ion range computed from elastic collisions alone would thus be badly wrong. Within the single collision the effect is small. The Oen–Robinson form Q = [0.045Se/(πa²)] exp(−0.3r₀/a) gives a loss of about 69 eV, 1% of Ec. Lowering Ec by this amount, with C and R fixed, moves θ from 45.7° to 46.0°.

Quantum mechanics blurs the angle more. Differentiating (17) gives

dθ/dp = −[2q/(2 + q)] R² cos²(θ/2)/[p²√(R² − p²)], (28)

which is −78 rad/nm here. A wave packet of transverse width Δ and wave number K = √(2μEc)/ħ has an angular spread 1/(2KΔ) from diffraction and |dθ/dp|Δ from its range of impact parameters. The sum of their squares is least when the two are equal, and the spread of θ within the scattering plane is then √(|dθ/dp|/K). With K = 5.2 × 10⁴ nm⁻¹ this is about 2°, similar to the difference between the model and ZBL. This minimum holds for a packet in which position and direction are uncorrelated. Because θ falls as p grows, a packet focused just in front of the atom, and so already diverging when it reaches the atom, can leave with a smaller spread in θ, although for a round packet the spread out of the scattering plane then grows. Thus the 2° is a typical scale and not a strict lower bound.

The same slope makes the position of the target important: a shift of 0.001 nm in p changes θ by about 4.5°. A Debye model with a rough Debye temperature of 600 K gives an rms vibration of 0.007 nm along each axis at 300 K. Thus p must be measured from the atom's instantaneous position, not from its lattice site. The thermal speed along each axis is below 0.1% of the ion speed, so treating the target as at rest is sound. The ion moves at 0.14% of the speed of light, and relativity is negligible.

A neighbouring atom passed at 0.12 nm, roughly half a silicon bond length, deflects the ion by 0.2° according to ZBL. This supports treating close collisions one at a time, provided that each small deflection is carried on to the next atom. Over a further 0.2 nm of path this one shifts p by about 0.0006 nm, enough to change the ion's laboratory angle in the example by about 2°. Nor does treating collisions singly justify random impact parameters in a crystal: an ion steered along an open channel avoids small p, and the disc average (27) then no longer applies.
